Crossover Temperature of a Ring Polymer Collapsed at a Reaction Saddle, part 2

In alumina deposition from trimethylaluminium, a hydrogen atom moves from a surface oxygen to a methyl ligand across a saddle of the potential energy V, whose value there is V‡. The problem is where the harmonic treatment of tunnelling breaks down and what happens beyond that point.

The quantum particle is represented by a closed ring of P beads at positions q_j, with weight exp[−U_P/(PkT)] and

U_P = Σ_j [V(q_j) + ½mω_P²(q_j − q_{j+1})²], q_{P+1} = q_1.

Here ω_P = PkT/ħ, T is the temperature and k is Boltzmann's constant. Only the unstable direction is followed, as one coordinate x measured from the barrier top, with effective mass m and barrier frequency ω_b. Energies are in eV, lengths in Å and masses in u; ω_b is 2πc times the barrier wavenumber.

The collapsed ring has all beads at the saddle. Its modes have squared frequencies λ_n − ω_b², where

λ_n = 4ω_P² sin²(πn/P).

The centroid mode, n = 0, moves all beads equally and is always unstable. For P ≥ 3 the first ring pair, a cosine and a sine pattern around the ring, becomes unstable below T_1(P), also written T_1. The thresholds are

T_n(P) = ħω_b / [2kP sin(πn/P)],

with λ_1/ω_b² = (T/T_1)². For many beads T_1(P) tends to

T_c = ħω_b / (2πk).

Above T_1, Gaussian integration over ring shapes with the centroid held at the saddle gives the harmonic factor κ, relative to a classical particle:

κ_P = [ħω_b/(2kT)]/sin(Pφ/2), with sin(φ/2) = ω_b/(2ω_P).

For many beads it becomes

κ_∞ = X/sin X, with X = ħω_b/(2kT) = πT_c/T.

It diverges at the crossover.

The example has a barrier wavenumber of 1200 cm⁻¹, so ħω_b = 0.14878 eV, T_c = 274.8 K and, for P = 32, T_1 = 275.23 K. The process temperature is 473 K.

**Where the stretched ring appears**

Expand the potential two orders further:

V = V‡ − ½mω_b²x² + c₃x³/3 + c₄x⁴/4.

A stationary ring satisfies, for every bead,

mω_P²(2q_j − q_{j+1} − q_{j−1}) − mω_b²q_j + c₃q_j² + c₄q_j³ = 0.

Let θ_j = 2πj/P. Near the threshold the ring follows the soft mode with a small amplitude A. The quadratic force then induces a constant shift and a second harmonic, both of order A²:

q_j = A cos θ_j + B₀ + B₂ cos 2θ_j + …

The spring term multiplies cos(nθ_j) by mλ_n, since 2 − 2cos(2πn/P) = 4 sin²(πn/P). The nonlinear terms are, to the order needed,

q_j² = ½A²(1 + cos 2θ_j) + A(2B₀ + B₂) cos θ_j + AB₂ cos 3θ_j + …,

q_j³ = ¾A³ cos θ_j + ¼A³ cos 3θ_j + …

On a ring with few beads, different harmonics can take the same values at every bead. For P = 3 the second harmonic coincides with the first, and for P = 4 the third does. For P ≥ 5 neither happens, and at leading order the harmonics can be balanced separately (for P = 5 the third harmonic coincides with the second, which adds a correction of relative order A):

constant: −mω_b²B₀ + ½c₃A² = 0,

second: m(λ_2 − ω_b²)B₂ + ½c₃A² = 0,

first: m(λ_1 − ω_b²)A + c₃A(2B₀ + B₂) + ¾c₄A³ = 0.

From sin(2π/P) = 2 sin(π/P)cos(π/P) it follows that λ_2 = 4cos²(π/P)λ_1. At leading order λ_1 may be replaced by ω_b² in the second equation. The solutions are

B₀ = c₃A²/(2mω_b²),

B₂ = −c₃A²/{2mω_b²[4cos²(π/P) − 1]}.

Insert them into the first equation and divide by A:

m(ω_b² − λ_1) = gA²,

g = ¾c₄ + [c₃²/(mω_b²)] · {1 − 1/[2(4cos²(π/P) − 1)]}.

For many beads the curly bracket tends to 1 − 1/6 = 5/6. It is positive for every P ≥ 5, so asymmetry of the barrier raises g whatever the sign of c₃.

With λ_1 = ω_b²(T/T_1)² the amplitude law becomes

A² = (mω_b²/g)[1 − (T/T_1)²].

If g > 0, a solution exists below T_1 and grows continuously from zero. If g < 0, the small stretched ring exists just above T_1 instead. The threshold of the collapsed ring then does not mark the highest temperature at which stretched stationary rings occur. The sign of g must be known before T_1 is used as the starting temperature of a search for them.

**Energy and unstable modes of the stretched ring**

Keep B₀ and B₂ at their stationary values and regard the energy as a function W of A alone. A change of A moves bead j by cos θ_j, and Σ_j cos²θ_j = P/2. The derivative of W is therefore P/2 times the first-harmonic force:

dW/dA = (P/2)[−m(ω_b² − λ_1)A + gA³].

Integration from A = 0, followed by insertion of the stationary amplitude, gives the energy of the stretched ring relative to the collapsed one:

W/P = −[m(ω_b² − λ_1)]²/(8g).

For g > 0 this is a lowering. The second derivative at the same point is

d²W/dA² = (P/2)[−m(ω_b² − λ_1) + 3gA²] = Pm(ω_b² − λ_1),

which is positive below T_1. The amplitude direction, unstable for the collapsed ring, has become stable.

To count all the modes, write the quadratic energy in a deviation δ of the amplitude and the remaining deviations r as ½(αδ² + 2δ β·r + r·Mr). Completing the square in r turns it into

½(r + M⁻¹βδ)·M(r + M⁻¹βδ) + ½(α − β·M⁻¹β)δ².

The last coefficient is d²W/dA². The number of negative directions is thus the number belonging to M plus one if d²W/dA² is negative. Close to T_1, M has one negative direction, the centroid, and the sine partner of the soft mode needs separate treatment.

That partner shifts the pattern around the ring, replacing θ_j by θ_j + χ. Renumbering the beads leaves the energy unchanged, so the energy can depend on χ only through functions that repeat when χ changes by 2π/P. In an expansion in the complex amplitude A exp(iχ), the lowest such term is of order A^P. For a small amplitude and many beads the shift mode is therefore nearly free. Under these conditions, for g > 0, the stretched ring has one unstable mode and one nearly free mode, where the collapsed ring has three unstable ones.

Two rules for implementation follow. Plain energy minimization cannot find the stretched ring, because one direction is unstable; a Newton search for zero force can. The nearly free mode makes the Newton equations almost singular, and this is cured by imposing q_j = q_{−j}, which removes the sine patterns. The force constant of the shift mode scales as A^(P−2) and can have either sign, and the symmetric search does not see it. With few beads or a large amplitude it can become a second unstable mode: for the model barrier below, the symmetric ring with P = 8 at 184 K has a shift force constant of −0.10 mω_b². The modes should therefore be counted from the full Hessian. Not far below T_1 the amplitude law supplies the starting ring. On further cooling it is safer to start from the ring found at a slightly higher temperature.

**An asymmetric model barrier**

The example uses an effective mass of 1 u, a forward barrier V_f = 0.60 eV, an energy release of 1.00 eV and the barrier wavenumber of 1200 cm⁻¹. The reverse barrier is V_r = 1.60 eV. These are round model inputs. The potential is of Eckart form,

V = as + bs(1 − s), s = 1/[1 + exp(−x'/L)],

where x' is the position, a = −1.00 eV and

b = (√V_f + √V_r)² = 4.160 eV.

Since s' = s(1 − s)/L, the slope is V' = s'(a + b − 2bs). It vanishes at

s_t = (a + b)/(2b) = 0.3798,

where V = bs_t² = 0.60 eV, as required. Let s₁, s₂, s₃ be the first three derivatives of s at the top:

s₁ = s_t(1 − s_t)/L,

s₂ = s₁(1 − 2s_t)/L,

s₃ = s₁[(1 − 2s_t)² − 2s_t(1 − s_t)]/L².

Differentiating V' repeatedly and using a + b − 2bs_t = 0 gives

V'' = −2bs₁², V''' = −6bs₁s₂, V'''' = −8bs₁s₃ − 6bs₂².

The mass and frequency give mω_b² = 5.295 eV/Å². Equating V'' to −mω_b² fixes the length:

L = s_t(1 − s_t)√[2b/(mω_b²)] = 0.295 Å.

The expansion coefficients are then

c₃ = V'''/2 = −6.47 eV/Å³,

c₄ = V''''/6 = 14.98 eV/Å⁴.

For P = 32 the curly bracket in g is 0.831, so

g = 0.75 × 14.98 + (6.47²/5.295) × 0.831 = 17.8 eV/Å⁴.

It is positive, and the stretched ring grows continuously below T_1 = 275.2 K. At 250 K, 1 − (T/T_1)² = 0.175 and

A = √(5.295 × 0.175/17.8) Å = 0.228 Å.

A Newton search on the full barrier gives 0.241 Å, so the leading law is 5 % too small relative to that value. The deviation belongs to the next order of the expansion. In the squared amplitude it is 1.17 % of the law at 1 % below T_1 and 0.29 % at 0.25 % below, in proportion to the distance from the threshold.

The predicted lowering of energy per bead is (5.295 × 0.175)²/(8 × 17.8) eV = 6.0 meV, and the computed one is 6.5 meV. The stretched ring has one unstable mode and one mode whose force constant is below 10⁻⁶ mω_b² in magnitude, as the counting argument requires.

**How good is the harmonic factor?**

The factor κ came from the weight of ring shapes at the saddle. Its use as a tunnelling correction to a rate is an approximation, which can be judged against transmission through the full barrier. Let 𝒯(E) be the probability that a particle of energy E is transmitted. The thermal flux is proportional to ∫𝒯(E)exp(−E/kT)dE. Classically 𝒯 is a step at V_f, and the integral is kT exp(−V_f/kT). The enhancement is the ratio

Γ(T) = (1/kT) ∫ 𝒯(E) exp[−(E − V_f)/kT] dE.

Numerical integration of the Schrödinger equation for the Eckart barrier gives Γ = 1.84 at 473 K, 5.9 at 300 K and 19.5 at 250 K.

At 473 K, X = π × 274.8/473 = 1.825 and κ_∞ = 1.825/sin 1.825 = 1.89, which is 2 % above Γ. With 32 beads the factor is the same to three digits. At 300 K the many-bead factor κ_∞ is 11.0, almost twice Γ. At 250 K it no longer exists, while Γ is finite. The divergence at the crossover is therefore a failure of the quadratic expansion and not a property of the rate. For this barrier the harmonic factor serves well at the process temperature but is already poor 25 K above T_c.

**The model beside the real process**

Alumina deposition from trimethylaluminium and water is commonly run at roughly 100 to 300 °C, and 473 K lies inside that range. The barrier, energy release and wavenumber are round model inputs, not a calculation of a particular surface site. Within the model the process runs about 200 K above the crossover, and quantum motion along the barrier raises the rate by a net factor of 1.84, made up of 1.07 from tunnelling below the barrier top and 0.77 from energies above it, where reflection lowers the classical value of 1. An error of 0.1 eV in the barrier would change the classical rate by exp(0.1/0.0408), a factor of about 12, so the barrier height matters more. A real surface also offers many sites with different saddles, which the model leaves out. Barrier wavenumbers of 1000 and 1500 cm⁻¹ would put T_c at 229 and 343 K. Doubling the effective mass at fixed force constant, which is roughly what deuterium does if hydrogen carries nearly all the motion, lowers T_c from the 274.8 K of the example to 194 K. All these values stay below 473 K, but the margin shrinks at the cold end of the process range. At 373 K the harmonic factor is 3.14 against Γ = 2.83 for 1200 cm⁻¹. For 1500 cm⁻¹ with the same barrier heights, only 30 K above T_c, it is 11.8 against Γ = 5.65, so the harmonic factor should not be used there.

The example also leaves out the bending of the tunnelling path in many dimensions. At a given saddle this cannot change T_1, which depends on the quadratic terms alone. It can change g, the stretched ring and the tunnelling enhancement, by amounts not estimated here. For a real molecule, T_1 follows from the Hessian at the saddle, whereas rates near or below it need the anharmonic surface around it. The numerical output gives the values used here to more digits.

Computed results

```
effective mass: 1.0 u
forward barrier: 0.60 eV
energy release: 1.00 eV
barrier wavenumber: 1200 cm^-1
barrier angular frequency: 2.2604e+14 rad/s
hbar times barrier frequency: 0.14878 eV
process temperature: 473 K
limiting crossover temperature: 274.79 K
k times limiting crossover temperature: 23.679 meV
crossover for P = 2: 431.63 K
crossover for P = 3: 332.27 K
crossover for P = 4: 305.21 K
crossover for P = 8: 281.98 K
crossover for P = 16: 276.56 K
crossover for P = 32: 275.23 K
crossover for P = 64: 274.90 K
crossover from finite differences, P = 3: 332.27 K
crossover from finite differences, P = 8: 281.98 K
threshold n = 2, P = 32: 138.28 K
threshold n = 3, P = 32: 92.93 K
first ring pair at 300 K, P = 32: stable, 520.5 cm^-1
first ring pair at 250 K, P = 32: unstable, 501.9 cm^-1
unstable modes of collapsed ring at 473 K, P = 32: 1
unstable modes of collapsed ring at 250 K, P = 32: 3
unstable modes of collapsed ring at 100 K, P = 32: 5
Eckart length L: 0.2952 angstrom
Eckart parameter b: 4.1596 eV
logistic variable at the top: 0.3798
m wb^2: 5.2954 eV/angstrom^2
cubic coefficient c3: -6.4680 eV/angstrom^3
quartic coefficient c4: 14.9836 eV/angstrom^4
branching coefficient g, P = 32: 17.8041 eV/angstrom^4
ring amplitude at 250 K, leading law: 0.2281 angstrom
ring amplitude at 250 K, Newton search: 0.2406 angstrom
error of squared-amplitude law 1 % below T1: 1.17 %
error of squared-amplitude law 0.25 % below T1: 0.29 %
drop of U/P on stretching at 250 K: 6.516 meV
unstable modes of stretched ring at 250 K: 1
nearly free modes of stretched ring at 250 K: 1
harmonic factor at 473 K, P = 32: 1.8862
harmonic factor at 473 K, P infinite: 1.886
harmonic factor at 300 K, P infinite: 11.026
tunnelling enhancement, full barrier, 473 K: 1.844
tunnelling enhancement, full barrier, 300 K: 5.910
tunnelling enhancement, full barrier, 250 K: 19.498
limiting crossover for 1000 cm^-1: 229.0 K
limiting crossover for 1500 cm^-1: 343.5 K
limiting crossover for doubled mass: 194.3 K
```
